\section*{The Chance That One Electron Breaks Down a Gas Gap}

\section{From one avalanche to the fate of the chain}

Q. The breakdown criterion for a gas gap compares a mean with one: each electron that leaves the cathode must, on average, cause at least one more to leave it. Either the gap meets this criterion or it does not. Where does a probability come in?

A. It comes in because a single electron does not produce the average. Take a gap of length $d$ between plane electrodes, with a uniform field. One electron leaves the cathode, ionizes gas atoms or molecules on its way, and the electrons set free do the same. Let $N$ be the number of electrons that reach the anode, the first one included. Each ionization adds one electron and one positive ion, so the avalanche leaves $N-1$ ions. These drift back to the cathode, where an ion may release a new electron, which starts another avalanche. Both $N$ and the number of released electrons are random. Even when the mean favours growth, the first avalanche may leave few ions, none of which releases anything. The chain is then over.

Q. What do you call breakdown, then? A chain of three avalanches is hardly a discharge.

A. I call it breakdown when the chain of avalanches never ends. This is a statement about the early, linear stage, in which the charges present do not yet alter the field and each avalanche develops independently of the others. Whether a real chain is decided within that stage has to be examined with numbers. The definition says nothing about the final current.

Q. You will need the distribution of $N$. I have seen a geometric law assumed. Why not a narrow distribution about the mean, since so many ionizations take part?

A. Because the early ionizations are few, and all later growth multiplies their accidents. Assume that every electron ionizes with the same probability $\alpha\,dx$ in each step $dx$ towards the anode, whatever its past, and that no electron is lost. Let $p_n(x)$ be the probability of $n$ electrons at distance $x$ from the cathode. In the next step, $n$ electrons become $n+1$ with probability $n\alpha\,dx$. The state $n$ is entered from $n-1$ and left towards $n+1$, so
\begin{equation}
\frac{dp_n}{dx}=\alpha\left[(n-1)p_{n-1}-n p_n\right],\qquad p_1(0)=1 .
\end{equation}
For $n=1$ the first term is absent and $p_1=e^{-\alpha x}$. Write $u=e^{-\alpha x}$, so that $du/dx=-\alpha u$, and try $p_n=u(1-u)^{n-1}$. For $n\ge2$ the left side is
\begin{align}
\frac{dp_n}{dx}&=-\alpha u(1-u)^{n-1}+\alpha(n-1)u^2(1-u)^{n-2}\nonumber\\
&=\alpha u(1-u)^{n-2}\,[-(1-u)+(n-1)u]\nonumber\\
&=\alpha u(1-u)^{n-2}\,(nu-1).
\end{align}
The right side is
\begin{equation}
\alpha u(1-u)^{n-2}\,[(n-1)-n(1-u)]=\alpha u(1-u)^{n-2}(nu-1),
\end{equation}
which is the same. The trial form also vanishes at $x=0$ for $n\ge2$, as it must. Each $p_n$ obeys a linear first-order equation once $p_{n-1}$ is known, so there is no other solution.

The mean follows from $\sum_{n\ge1}n v^{n-1}=1/(1-v)^2$ with $v=1-u$. It is $u/u^2=1/u=e^{\alpha x}$. At the anode, therefore,
\begin{equation}
P(N=n)=\frac1M\left(1-\frac1M\right)^{n-1},\qquad M=e^{\alpha d}.
\end{equation}

Q. How broad is that?

A. Differentiating the last sum once more gives $\sum n(n-1)v^{n-2}=2/(1-v)^3$. Hence
\begin{equation}
\langle N(N-1)\rangle=\frac1M\left(1-\frac1M\right)2M^3=2M(M-1).
\end{equation}
The variance is $2M(M-1)+M-M^2=M(M-1)$, and the standard deviation divided by the mean is $\sqrt{1-1/M}$. For a large avalanche the spread is nearly as large as the mean. The single most probable size is $N=1$, although its probability is just $1/M$. An electron that travels far before its first ionization leaves little room for growth, while one that ionizes early gives all its descendants a head start.

Q. Now the cathode. What precisely do you assume there?

A. Each ion independently releases one electron with probability $\gamma$, and none with probability $1-\gamma$. Electrons released by photons or by excited neutral particles are left out. Let $K$ be the number released by all the ions of one avalanche. I use the generating function $g(s)=\langle s^K\rangle$ for $0\le s\le1$, because $s^K$ turns a sum of independent contributions into a product. One ion contributes the factor
\begin{equation}
w=(1-\gamma)+\gamma s=1-\gamma(1-s).
\end{equation}
For given $N$ the average of $s^K$ is $w^{N-1}$. Averaging over $N$ is a geometric series:
\begin{align}
g(s)&=\sum_{n=1}^{\infty}\frac1M\left(1-\frac1M\right)^{n-1}w^{n-1}
=\frac{1/M}{1-(1-1/M)w}\nonumber\\
&=\frac{1}{M-(M-1)w}
=\frac{1}{M-(M-1)+\gamma(M-1)(1-s)} .
\end{align}
The first two terms of the last denominator leave $1$. With
\begin{equation}
\mu=\gamma(M-1)
\end{equation}
the result is
\begin{equation}
g(s)=\frac{1}{1+\mu(1-s)} .
\end{equation}

Q. So $M$ and $\gamma$ have merged into one number. What does it mean?

A. The derivative $g'(s)=\mu/[1+\mu(1-s)]^2$ at $s=1$ is the mean of $K$, and it equals $\mu$. So $\mu$ is the mean number of new cathode electrons per cathode electron. To see the whole distribution, expand in powers of $s$:
\begin{equation}
\frac{1}{1+\mu-\mu s}=\sum_{k=0}^{\infty}\frac{1}{1+\mu}\left(\frac{\mu}{1+\mu}\right)^k s^k .
\end{equation}
The coefficient of $s^k$ is $P(K=k)$. The released number is again geometric, now starting at zero. In particular, the chain stops after its first avalanche with probability $1/(1+\mu)$. Even at $\mu=1$ that is one half.

Q. I see how to treat one avalanche. But the ions arrive at different times, and later avalanches overlap. How can you speak of generations?

A. I sort by descent and not by time. The starting electron is generation $0$; the electrons released by ions of its avalanche are generation $1$; and so on. Overlap in time does not matter as long as avalanches do not influence one another. Let $q_n$ be the probability that generation $n$ is empty, with $q_0=0$. Generation $n+1$ is empty if each of the $K$ electrons of generation $1$ has no descendants $n$ generations later. For given $K$ this has probability $q_n^K$, by independence. It also holds for $K=0$, where the probability is one. Averaging over $K$,
\begin{equation}
q_{n+1}=g(q_n)=\frac{1}{1+\mu(1-q_n)} .
\end{equation}

Q. Then I would set $q_{n+1}=q_n=q$ and solve. That gives $\mu q^2-(1+\mu)q+1=0$, or $(q-1)(\mu q-1)=0$. There are two answers, $1$ and $1/\mu$. What entitles you to prefer one?

A. Nothing in that equation does. The recursion can, however, be solved from its starting value, so that no choice is needed. Let $S_n=1-q_n$ be the probability that generation $n$ contains at least one electron. Then
\begin{equation}
S_{n+1}=1-\frac{1}{1+\mu S_n}=\frac{\mu S_n}{1+\mu S_n}.
\end{equation}
For $\mu>0$, take the reciprocal:
\begin{equation}
\frac1{S_{n+1}}=1+\frac1\mu\,\frac1{S_n}.
\end{equation}
This is linear in $1/S_n$. Since $1/S_0=1$, the next values are $1+1/\mu$ and $1+1/\mu+1/\mu^2$. Each step divides the existing sum by $\mu$ and adds one, so by induction
\begin{equation}
\frac{1}{S_n}=\sum_{k=0}^{n}\mu^{-k}.
\end{equation}

Q. And the chain that never ends?

A. It is alive in every generation. A chain alive in generation $n+1$ was alive in generation $n$, so these events form a decreasing sequence, and the probability of their intersection is the limit of $S_n$. Call it $P$. If $\mu>1$, the sum converges to $1/(1-1/\mu)$. If $0<\mu\le1$, every term is at least one and the sum grows without bound. If $\mu=0$, no electron is ever released. Therefore
\begin{equation}
P=\begin{cases}
1-\dfrac{1}{\gamma(M-1)}, & \gamma(M-1)>1,\\[2mm]
0, & \gamma(M-1)\le1 .
\end{cases}
\end{equation}
Of your two roots, the extinction probability is $1/\mu$ above threshold and $1$ below it.

Q. I distrust the case $\mu=1$. Each electron is replaced by one electron on average, so the mean population stays at one for ever. How can it die out with certainty?

A. The mean is carried by ever fewer, ever larger survivors. Let $Z_n$ be the number of electrons in generation $n$. Each has $\mu$ successors on average, so $\langle Z_n\rangle=\mu^n$. Empty generations contribute nothing to this mean, hence
\begin{equation}
\langle Z_n\,|\,Z_n>0\rangle=\frac{\mu^n}{S_n}.
\end{equation}
At $\mu=1$ the sum has $n+1$ equal terms, so $S_n=1/(n+1)$, and the surviving chains have $n+1$ electrons on average. The product stays at one while the survival probability falls to zero.

Q. The steady-current formula of Townsend diverges at threshold. Does that not show that breakdown occurs there?

A. It shows that a mean diverges. Generation $n$ delivers on average $M\mu^n$ electrons to the anode. For $\mu<1$ the total per starting electron is
\begin{equation}
M\sum_{n=0}^{\infty}\mu^n=\frac{M}{1-\mu}=\frac{M}{1-\gamma(M-1)} .
\end{equation}
At $\mu=1$ this mean is infinite, yet each chain is finite with probability one. Rare, very long chains make the mean diverge.

Q. One more gap in the argument. A chain could go on for ever with two or three electrons per generation. You would call that breakdown, but no current would build up.

A. Such a chain has probability zero. Fix any number $K_0$. Whenever a generation has between $1$ and $K_0$ electrons, the next is empty with probability at least $(1+\mu)^{-K_0}$, since each electron has no successor with probability $1/(1+\mu)$. The chance of surviving $r$ such occasions is at most
\begin{equation}
\left[1-(1+\mu)^{-K_0}\right]^r ,
\end{equation}
which tends to zero as $r$ grows. A chain that never ends therefore returns to $K_0$ or fewer electrons a finite number of times, apart from cases of total probability zero. This holds for every whole number $K_0$, so its population grows beyond every bound. In the linear model, survival and unlimited growth are the same event.

Q. What if several electrons start together?

A. With $z$ of them, all $z$ independent chains must die out. Above threshold this has probability $\mu^{-z}$, so breakdown has probability $1-\mu^{-z}$. Below threshold any finite number still fails.

Q. And if the first electron is set free in the gas, not at the cathode?

A. Then its own avalanche is shorter. At distance $x$ from the cathode its mean size is $M_x=e^{\alpha(d-x)}$, and the mean number released is $\mu_x=\gamma(M_x-1)$. Later avalanches start at the cathode and survive with probability $P$ each. The first therefore fails with probability $1/(1+\mu_xP)$, and the chance of breakdown is
\begin{equation}
P_x=\frac{\mu_xP}{1+\mu_xP}.
\end{equation}
At $x=0$, $\mu P=\mu-1$ and this returns $P$. At the anode $\mu_x=0$ and it vanishes. This counts only the ions made by the electron's own avalanche. If the electron was itself torn from a gas molecule, one more ion is left behind. That ion fails to start a lasting chain with probability $1-\gamma P$, so the chance of failure becomes $(1-\gamma P)/(1+\mu_xP)$, and the chance of breakdown rises by at most $\gamma P$. The position changes the probability, but not the threshold.

\section{A nitrogen gap and the limits of the model}

Q. Before we put in numbers, what do we carry over?

A. One cathode electron gives an avalanche of $N$ electrons with mean $M=e^{\alpha d}$, where $\alpha$ is the number of ionizations per unit length and $d$ the gap length. Each of the $N-1$ ions releases a cathode electron with probability $\gamma$. The mean number released is $\mu=\gamma(M-1)$. If $N$ is geometric, generation $n$ is reached with probability $S_n=1/\sum_{k=0}^n\mu^{-k}$. The chain never ends with probability $P=1-1/\mu$ for $\mu>1$, and zero otherwise. The extinction probability is $q=1-P$, or $q^z$ for $z$ starting electrons.

Q. An engineer sets a voltage, not $\mu$. Where is the threshold on the dial?

A. At threshold $\gamma(M-1)=1$, so $M=1+1/\gamma$ and $\alpha d=\ln(1+1/\gamma)$. For $\alpha$ I use the Townsend form at pressure $p$ and voltage $V$, with field $V/d$:
\begin{equation}
\alpha=Ap\,\exp\left(-\frac{Bpd}{V}\right).
\end{equation}
Multiplying by $d$, equating to $\ln(1+1/\gamma)$ and taking a logarithm gives
\begin{equation}
\frac{Bpd}{V_b}=\ln\frac{Apd}{\ln(1+1/\gamma)},\qquad
V_b=\frac{Bpd}{\ln\left[Apd/\ln(1+1/\gamma)\right]} .
\end{equation}
This needs $Apd>\ln(1+1/\gamma)$; otherwise no voltage reaches the threshold in this model.

Take nitrogen at $p=5$ Torr and $d=1$ cm, with the rough typical values $A=12\ \mathrm{cm^{-1}\,Torr^{-1}}$, $B=342\ \mathrm{V\,cm^{-1}\,Torr^{-1}}$ and $\gamma=0.01$. Then $Apd=60$, $Bpd=1710$ V and $\ln 101=4.615$, so
\begin{equation}
V_b=\frac{1710\ \mathrm V}{\ln(60/4.615)}=667\ \mathrm V .
\end{equation}

Q. Suppose I apply 700 V, five percent more. Surely the gap breaks down.

A. Not from every electron. The steps are
\begin{align}
\alpha d&=60\,e^{-1710/700}=5.2147, & M&=e^{\alpha d}=183.96,\nonumber\\
\mu&=0.01\times182.96=1.8296, & P&=1-\frac{1}{1.8296}=0.453 .
\end{align}
More than half of the starting electrons fail. With $p$, $d$ and $\gamma$ held fixed, other voltages give:
\begin{center}
\begin{tabular}{rrrr}
$V$ (V) & $M$ & $\mu$ & $P$\\
660 & 90 & 0.89 & 0\\
680 & 128 & 1.27 & 0.21\\
700 & 184 & 1.83 & 0.45\\
750 & 463 & 4.62 & 0.78\\
800 & 1184 & 11.8 & 0.92
\end{tabular}
\end{center}
A probability of $0.9$ requires $\mu=10$, hence $M=1001$. Replacing $101$ by $1001$ in the threshold calculation gives 791 V, which is 19 percent above $V_b$.

Q. The rise just above threshold looks steep. Can you account for it?

A. Yes. Since $M=e^{\alpha d}$ and $d(\alpha d)/dV=\alpha d\,Bpd/V^2$,
\begin{equation}
\frac{d\mu}{dV}=\gamma M\,\alpha d\,\frac{Bpd}{V^2}.
\end{equation}
At threshold $\gamma M=1+\gamma$, and $dP/d\mu=1/\mu^2=1$. To first order in the overvoltage,
\begin{equation}
P\simeq(1+\gamma)\,\ln\!\left(1+\frac1\gamma\right)\frac{Bpd}{V_b}\,\frac{V-V_b}{V_b}.
\end{equation}
Here the factor before the relative overvoltage is $1.01\times4.615\times2.565=12$. For one percent of overvoltage this linear estimate gives $0.12$; the full value is $0.11$. At 680 V, two percent above threshold, the linear estimate is $0.24$ against the full value $0.21$; the curve has begun to bend.

Q. In the laboratory I raise the voltage a little above threshold, wait, and the gap does break down. Does your $0.453$ contradict that?

A. No, because you supply more than one starting electron. Suppose they come one after another, each with an independent chain. The first success is the $j$th electron with probability $P(1-P)^{j-1}$. By the sum used for the mean avalanche, the mean of $j$ is $1/P$, here $2.2$. If they arrive at random with mean rate $R$, the successful ones arrive at rate $RP$, and the mean wait for the first of them is $1/(RP)$. Near threshold the small $P$ appears as a long wait. The time the successful chain then needs to grow comes on top.

Q. How many generations does it take before the outcome is clear?

A. Few, at this voltage. Summing the geometric series for $1/S_n$ gives
\begin{equation}
S_n=\frac{P}{1-\mu^{-(n+1)}} .
\end{equation}
For $n=1,2,3,5,10$ the values are $0.647$, $0.542$, $0.498$, $0.466$ and $0.454$. The excess over $P$ shrinks by a factor close to $\mu$ per generation once it is small. Near threshold $\mu$ is close to one and the decision takes much longer.

Q. I would like to see chains, not generating functions.

A. They can be drawn directly. I followed 40\,000 chains at 700 V with random numbers. For each avalanche a geometric size was drawn, and then the number of its ions that release an electron. A chain was stopped when it died, or when a generation reached 60 electrons; from there extinction has a probability $\mu^{-60}$, below $10^{-15}$. The surviving fraction was $0.456$. The expected sampling error is $\sqrt{P(1-P)/40\,000}=0.0025$, so this agrees with $0.453$. With three starting electrons the fraction was $0.834$, against $1-\mu^{-3}=0.837$ with a sampling error of $0.002$.

Q. That simulation shares your assumption of a geometric size. An electron just set free has almost no energy. It cannot ionize at once.

A. That is the weakest point of the geometric law. An electron starting from rest must cross at least the distance in which the field supplies the ionization energy. With roughly $15.6$ eV for nitrogen,
\begin{equation}
d_0=\frac{15.6}{700}\times1\ \mathrm{cm}=0.022\ \mathrm{cm}.
\end{equation}
Let each electron, after its birth and after each ionization it causes, travel $d_0$ without ionizing and then ionize at a constant rate $a$ per unit length. Both electrons leave an ionization at rest. For an electron at rest with length $L$ left to the anode, let $F(L)=\langle w^N\rangle$, where $N$ counts the electrons it finally delivers. For $L\le d_0$, $F=w$. For larger $L$ it either never ionizes, or ionizes first with length $y$ left, and then two independent electrons continue:
\begin{equation}
F(L)=w\,e^{-a(L-d_0)}+\int_0^{L-d_0}\!a\,e^{-a(L-d_0-y)}F(y)^2\,dy .
\end{equation}
Differentiating the exponentials returns $-aF(L)$, and the upper limit contributes $aF(L-d_0)^2$. Hence
\begin{equation}
F'(L)=a\left[F(L-d_0)^2-F(L)\right].
\end{equation}
The mean $m=\partial F/\partial w$ at $w=1$, where $F=1$, obeys
\begin{equation}
m'(L)=a\left[2m(L-d_0)-m(L)\right],
\end{equation}
with $m=1$ for $L\le d_0$.

Q. You have a free parameter $a$. What do you hold fixed?

A. The mean size, so that the comparison concerns the shape of the distribution alone. I stepped the equation for $m$ through the gap with the trapezoidal rule and adjusted $a$ until $m(d)=184$. This gave $a=6.85\ \mathrm{cm^{-1}}$, more than $\alpha=5.215\ \mathrm{cm^{-1}}$, since part of each path is now idle. The extinction probability satisfies $q=\langle w^{N-1}\rangle=F(d)/w$ with $w=1-\gamma(1-q)$. Solving this numerically for the root below one gives $P=0.53$ instead of $0.45$.

Q. Why should the dead distance help breakdown?

A. At equal mean size, it makes the growth more regular. In 20\,000 simulated avalanches of this kind, the standard deviation of the size was $0.78$ of the mean, against $0.997$ for the geometric law. That less spread can help follows from a bound. The function $w^{N-1}$ is convex in $N$, so
\begin{equation}
\langle w^{N-1}\rangle\ge w^{M-1}.
\end{equation}
For the same mean, any random size gives at least as much extinction in each step of the recursion as a fixed size. The recursion function increases with $q$, so the inequality survives to the limit. With a fixed size, $q=[1-\gamma(1-q)]^{M-1}$, whose root below one gives $P=0.75$. This is an upper bound for every size distribution with $M=184$ and this emission rule. The distance $d_0$ is a minimum only for an electron at rest. Electrons in nitrogen also lose energy in collisions that do not ionize, which lengthens the idle path, while an electron that keeps energy after an ionization has a shorter one. At the same mean, doubling $d_0$ gives $P=0.60$, and letting one of the two electrons ionize again without delay gives $0.49$. The gain also depends on what is held fixed. Far from the cathode $m$ grows as $e^{\lambda L}$ with $\lambda=a(2e^{-\lambda d_0}-1)$. If this growth rate is set equal to $\alpha$ instead of fixing $M$, then $a=6.68\ \mathrm{cm^{-1}}$, the mean falls to $166$ and $P=0.46$: the smaller mean cancels most of what the narrower distribution gains. The value $0.53$ therefore shows the effect of the shape at fixed mean, and is not a corrected answer.

Q. Does the threshold move as well?

A. Not if the mean is held fixed. If instead the growth rate is held equal to $\alpha$, the mean is lower and the threshold rises from 667 to 672 V; at 680 V the probability then drops from $0.21$ to $0.16$. For any distribution of $K$ with mean $\mu$, the function $g(s)=\langle s^K\rangle$ is convex, with $g(1)=1$ and slope $\mu$ there. It lies on or above its tangent, $g(s)\ge1-\mu(1-s)$, and strictly above it for $s<1$ if $K\ge2$ is possible. For $\mu\le1$ this gives $g(s)>s$ for all $s<1$, so the increasing sequence $q_n$ can stop nowhere before one. For $\mu>1$, $g(s)<s$ just below $s=1$, so $g$ crosses the line $g=s$ at some smaller $s$. The sequence starts at zero and, because $g$ increases, cannot pass that crossing. Thus the threshold depends on the mean, whereas the value $1-1/\mu$ above it belongs to the geometric law.

Q. You also assumed an unchanged field. A growing discharge distorts it.

A. It does, but here the decision comes earlier. The extinction probability $\mu^{-z}$ falls below one in a million at $z=23$, since $\ln10^6/\ln1.83=22.9$. These electrons make about $23\times183\simeq4200$ ions. For the width of the cloud, let electrons diffuse sideways during the crossing time $t=d/v$, with drift speed $v=bV/d$, mobility $b$ and diffusion constant $D$. The mean square radius is $4Dt$. With the Einstein relation $D/b=k_BT_e/e$ and a rough electron temperature of 3 eV,
\begin{equation}
r=\sqrt{\frac{4Dd}{v}}=d\sqrt{\frac{4k_BT_e}{eV}}=\sqrt{\frac{12}{700}}\ \mathrm{cm}=0.13\ \mathrm{cm}.
\end{equation}
Placing all the ions at this distance gives a field $4200\,e/(4\pi\varepsilon_0r^2)\simeq0.04$ V/cm. That is $5\times10^{-5}$ of the applied 700 V/cm. The estimate is one of order of magnitude, but the margin is large. Closer to threshold $\ln\mu$ is smaller, more electrons are needed, and the margin shrinks. The same $r$ shows that sideways loss in one crossing is minor for electrodes several centimetres wide, except near their edges.

Q. How does all this compare with a real reactor?

A. The pressure and voltage lie in the regime of plasma nitriding, which works at a few Torr and several hundred volts. A gap of 1 cm is short for such a chamber, and the field around a workpiece is not uniform. The gas is often a mixture with hydrogen. The value of $\gamma$ depends on the surface: 20 percent less or more, at fixed voltage, changes $P$ from $0.45$ to $0.32$ or $0.54$. Temperature matters even more. I took $A$ and $B$ to refer to gas at 293 K. If the gas is 20 K warmer at the same pressure and voltage, its density falls by the factor $293/313$, which multiplies $p$ in the formula for $\alpha$. Then $\mu=3.0$ and $P=0.67$. At 500 K the same formula gives $P=0.98$, so the example describes a cold chamber at ignition, not one at nitriding temperature. Thinner gas helps here because $d\ln\alpha/d\ln p=1-Bpd/V=-1.4$ is negative; for $V>Bpd$ the sign would be reversed. Real cathodes also emit electrons under photons and excited molecules. An avalanche that makes more ions also makes more of these on average, but not in a fixed ratio each time, and I have not estimated how far this emission moves the result.

Q. Then what would you trust in the figure $0.453$?

A. As the answer for geometric avalanches with the stated $M$ and $\gamma$, all of it. As a prediction for a nitrogen gap at 700 V, very little. A change of 20 percent in $\gamma$, 20 K of heating or the dead distance, each taken alone, already moves $P$ within a range from about $0.3$ to $0.7$, and the rough inputs are less certain than that. With $\gamma=0.005$ the gap is below threshold and $P=0$, with $\gamma=0.02$ $P=0.73$, and with $\gamma=0.1$ $P=0.95$; 10 percent less or more in $\alpha$ gives $0.08$ or $0.68$. What carries over is that a few percent above the threshold of the actual gap a single electron has a substantial chance of failing. At so small an overvoltage, modest errors in $\alpha$ or $\gamma$ are errors in the distance from threshold. Far above threshold they matter less, since $dP/d\ln\mu=1/\mu$.
